# Dunlap–Kenkre Dynamic Localization of Wave Packets on a Chain: a numerical check

```python
"""Dynamic localization of one electron on a chain in an ac field.

Result under test: with nearest-neighbour hopping J and potential energy
e*E*a*n*cos(omega*t + phi) on site n, the motion at whole periods is that of a
field-free chain with hopping J*J0(K), K = e*E*a/(hbar*omega), and crystal
momentum shifted by K*sin(phi).  At zeros of J0 every state returns each period.
Rydberg units: energy Ry, length bohr, time hbar/Ry, so hbar = 1 in the code.
The reference side propagates the site Schroedinger equation directly.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import jv, jn_zeros, struve

HOP = 0.001          # J, Ry
SPACING = 20.0       # a, bohr
OMEGA = 0.002        # hbar*omega, Ry
HOP2 = 0.0001        # second-neighbour hopping, Ry
PERIODS = 10
STEPS = 1000         # time steps per period
HALF = 100
sites = np.arange(-HALF, HALF + 1)


def propagate(start, K, omega=OMEGA, phi=0.0, periods=PERIODS,
              steps=STEPS, hop2=0.0):
    """Split-step propagation in the site basis with the field potential.
    Returns mean position and width at all steps, and the final state."""
    size = len(sites)
    hopping = -HOP * (np.eye(size, k=1) + np.eye(size, k=-1))
    hopping -= hop2 * (np.eye(size, k=2) + np.eye(size, k=-2))
    dt = 2 * np.pi / omega / steps
    energy, vectors = np.linalg.eigh(hopping)
    hop_step = (vectors * np.exp(-1j * energy * dt)) @ vectors.T
    times = dt * np.arange(steps * periods + 1)
    potential_slope = K * omega * np.cos(omega * times + phi)
    state = start.astype(complex)
    mean = np.empty(len(times))
    second = np.empty(len(times))
    kick = np.exp(-0.5j * dt * potential_slope[0] * sites)
    edge = 0.0
    for j in range(len(times)):
        if j > 0:
            state = hop_step @ (kick * state)
            kick = np.exp(-0.5j * dt * potential_slope[j] * sites)
            state = kick * state
        population = state.real**2 + state.imag**2
        mean[j] = population @ sites
        second[j] = population @ sites**2
        edge = max(edge, population[0], population[-1])
    assert edge < 1e-12, "packet reached the end of the chain"
    assert abs(np.vdot(state, state).real - 1) < 1e-9
    width = np.sqrt(np.maximum(second - mean**2, 0.0))
    return mean, width, state


def path_integral(t, K, omega, phi):
    """Integral of exp(i*theta) from 0 to t, by its Bessel series."""
    total = jv(0, K) * t + 0j
    for m in range(-40, 41):
        if m != 0:
            total += (jv(m, K) * np.exp(1j * m * phi)
                      * (np.exp(1j * m * omega * t) - 1) / (1j * m * omega))
    return np.exp(-1j * K * np.sin(phi)) * total


single = (sites == 0).astype(float)
zero1, zero2 = jn_zeros(0, 2)
period = 2 * np.pi / OMEGA
t_end = PERIODS * period

# Complex amplitudes at a time that is not a whole period.
small = np.arange(-30, 31)
K_test, phi_test, t_test = 1.7, 0.6, 1.37 * period


def site_equation(t, c):
    rhs = K_test * OMEGA * np.cos(OMEGA * t + phi_test) * small * c
    rhs[:-1] -= HOP * c[1:]
    rhs[1:] -= HOP * c[:-1]
    return -1j * rhs


solution = solve_ivp(site_equation, (0, t_test), (small == 0).astype(complex),
                     method="DOP853", rtol=1e-10, atol=1e-12)
assert solution.success
S = path_integral(t_test, K_test, OMEGA, phi_test)
theta = K_test * (np.sin(OMEGA * t_test + phi_test) - np.sin(phi_test))
formula = (np.exp(1j * small * (np.angle(S) - theta + np.pi / 2))
           * jv(small, 2 * HOP * abs(S)))
amplitude_error = np.max(np.abs(solution.y[:, -1] - formula))
assert amplitude_error < 1e-7

rydberg_ev = const.physical_constants["Rydberg constant times hc in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
time_fs = const.hbar / (rydberg_ev * const.e) * 1e15
force = zero1 * OMEGA / SPACING
print(f"hopping J = {HOP:.4f} Ry")
print(f"spacing a = {SPACING:.1f} bohr")
print(f"photon energy hbar*omega = {OMEGA:.4f} Ry")
print(f"period T = {period:.2f} hbar/Ry = {period * time_fs:.2f} fs")
print(f"run length = {PERIODS} periods = {t_end:.1f} hbar/Ry")
print(f"first zero of J0: K = {zero1:.6f}")
print(f"second zero of J0: K = {zero2:.6f}")
print(f"force eE at first zero = {force:.6e} Ry/bohr")
print(f"field E at first zero = {force * rydberg_ev / bohr:.4e} V/m")
print(f"amplitude test: K = {K_test}, phi = {phi_test} rad, "
      f"t/T = {t_test / period:.2f}")
print(f"largest amplitude error = {amplitude_error:.1e}")

# Effective hopping from spreading of a single-site start.
print("K | rms after run (sites) | |Jeff/J| propagated | J0(K)")
for K in (0.0, 1.0, zero1, 3.8, zero2):
    mean, width, _ = propagate(single, K)
    rms = np.sqrt(width[-1]**2 + mean[-1]**2)
    ratio = rms / (np.sqrt(2) * HOP * t_end)
    assert abs(ratio - abs(jv(0, K))) < 2e-5
    print(f"{K:.4f} | {rms:.5f} | {ratio:.6f} | {jv(0, K):+.6f}")
    if K == zero1:
        breathing, residual = width, rms

# Residual at the zero must shrink as the square of the time step.
_, width, _ = propagate(single, zero1, steps=STEPS // 2)
residual_ratio = width[-1] / residual
assert abs(residual_ratio - 4) < 0.1
print(f"residual rms at first zero, {STEPS} steps/T = {residual:.2e} sites")
print(f"residual rms, {STEPS // 2} steps/T = {width[-1]:.2e} sites")
print(f"ratio of residuals = {residual_ratio:.3f}")

# Breathing inside the period.
peak_index = int(np.argmax(breathing[:STEPS + 1]))
peak = breathing[peak_index]
peak_formula = np.sqrt(2) * np.pi * HOP * struve(0, zero1) / OMEGA
bound = np.sqrt(2) * np.pi * HOP / OMEGA
assert abs(peak_index - STEPS // 2) <= 1
assert abs(peak - peak_formula) < 1e-3
assert breathing.max() < bound
print(f"Struve H0 at first zero = {struve(0, zero1):.6f}")
print(f"breathing peak rms = {peak:.4f} sites at t/T = "
      f"{peak_index / STEPS:.3f}")
print(f"breathing peak from Struve formula = {peak_formula:.4f} sites")
print(f"breathing peak length = {peak * SPACING:.2f} bohr = "
      f"{peak * SPACING * bohr * 1e9:.3f} nm")
print(f"upper bound on single-site rms = {bound:.4f} sites")

# Other field phase, and a photon energy below the hopping.
for label, omega, phi in (("phi = pi/2", OMEGA, np.pi / 2),
                          ("slow field", 0.0005, 0.0)):
    _, width, _ = propagate(single, zero1, omega=omega, phi=phi, periods=2)
    limit = np.sqrt(2) * np.pi * HOP / omega
    assert width[STEPS] < 1e-3 and width[-1] < 1e-3
    assert width.max() < limit
    print(f"{label}: hbar*omega = {omega:.4f} Ry, peak rms = "
          f"{width.max():.4f}, bound = {limit:.4f} sites")
    print(f"{label}: rms after 2 periods = {width[-1]:.1e} sites")

# Drift of a moving packet shows the sign of J0 and the momentum shift.
envelope = np.exp(-sites**2 / (4 * 5.0**2))
envelope = envelope / np.linalg.norm(envelope)
moving = envelope * np.exp(0.5j * np.pi * sites)
correlation = np.vdot(moving[:-1], moving[1:])
print("moving packet: width 5 sites, k0 = pi/2, K = 3.8")
for phi in (0.0, np.pi / 2):
    mean, _, _ = propagate(moving, 3.8, phi=phi)
    shift = mean[-1] - mean[0]
    expected = (2 * HOP * jv(0, 3.8) * t_end
                * (np.exp(1j * 3.8 * np.sin(phi)) * correlation).imag)
    assert abs(shift - expected) < 2e-3
    print(f"phi = {phi:.4f} rad: drift = {shift:+.3f}, "
          f"formula = {expected:+.3f} sites")

# Broadening of a packet at rest, without field and at the first zero.
sin_squared = 0.5 * (1 - envelope[:-2] @ envelope[2:])
print(f"resting packet: mean sin^2 k = {sin_squared:.6f}")
for K in (0.0, zero1):
    _, width, final = propagate(envelope, K)
    expected = np.sqrt(width[0]**2
                       + (2 * HOP * jv(0, K) * t_end)**2 * sin_squared)
    assert abs(width[-1] - expected) < 1e-3
    print(f"K = {K:.4f}: width {width[0]:.4f} -> {width[-1]:.4f}, "
          f"formula {expected:.4f} sites")
packet_bound = width[0] + 2 * np.pi * HOP / OMEGA
return_loss = 1 - abs(np.vdot(envelope, final))**2
assert width.max() < packet_bound
assert abs(return_loss) < 1e-6
print(f"largest width at first zero = {width.max():.4f}, "
      f"bound = {packet_bound:.4f} sites")
print(f"return probability at first zero = {1 - return_loss:.7f}")

# Second-neighbour hopping spoils the localization.
mean, width, _ = propagate(single, zero1, hop2=HOP2)
rms2 = np.sqrt(width[-1]**2 + mean[-1]**2)
expected2 = 2 * np.sqrt(2) * HOP2 * abs(jv(0, 2 * zero1)) * t_end
assert abs(rms2 - expected2) < 1e-3
assert rms2 > 1000 * residual
print(f"second-neighbour hopping J2 = {HOP2:.4f} Ry")
print(f"J0(2K) at first zero = {jv(0, 2 * zero1):+.6f}")
print(f"rms with J2 after run = {rms2:.4f}, formula = {expected2:.4f} sites")

print("done: every assertion held")
```

Output:

```
hopping J = 0.0010 Ry
spacing a = 20.0 bohr
photon energy hbar*omega = 0.0020 Ry
period T = 3141.59 hbar/Ry = 151.98 fs
run length = 10 periods = 31415.9 hbar/Ry
first zero of J0: K = 2.404826
second zero of J0: K = 5.520078
force eE at first zero = 2.404826e-04 Ry/bohr
field E at first zero = 6.1831e+07 V/m
amplitude test: K = 1.7, phi = 0.6 rad, t/T = 1.37
largest amplitude error = 5.7e-12
K | rms after run (sites) | |Jeff/J| propagated | J0(K)
0.0000 | 44.42883 | 1.000000 | +1.000000
1.0000 | 33.99681 | 0.765197 | +0.765198
2.4048 | 0.00009 | 0.000002 | +0.000000
3.8000 | 17.88511 | 0.402556 | -0.402556
5.5201 | 0.00014 | 0.000003 | -0.000000
residual rms at first zero, 1000 steps/T = 9.12e-05 sites
residual rms, 500 steps/T = 3.65e-04 sites
ratio of residuals = 4.000
Struve H0 at first zero = 0.749742
breathing peak rms = 1.6655 sites at t/T = 0.500
breathing peak from Struve formula = 1.6655 sites
breathing peak length = 33.31 bohr = 1.763 nm
upper bound on single-site rms = 2.2214 sites
phi = pi/2: hbar*omega = 0.0020 Ry, peak rms = 0.8328, bound = 2.2214 sites
phi = pi/2: rms after 2 periods = 1.8e-05 sites
slow field: hbar*omega = 0.0005 Ry, peak rms = 6.6620, bound = 8.8858 sites
slow field: rms after 2 periods = 7.3e-05 sites
moving packet: width 5 sites, k0 = pi/2, K = 3.8
phi = 0.0000 rad: drift = -25.167, formula = -25.167 sites
phi = 1.5708 rad: drift = +19.907, formula = +19.906 sites
resting packet: mean sin^2 k = 0.009901
K = 0.0000: width 5.0000 -> 8.0054, formula 8.0054 sites
K = 2.4048: width 5.0000 -> 5.0000, formula 5.0000 sites
largest width at first zero = 5.0002, bound = 8.1416 sites
return probability at first zero = 1.0000000
second-neighbour hopping J2 = 0.0001 Ry
J0(2K) at first zero = -0.237536
rms with J2 after run = 2.1107, formula = 2.1107 sites
done: every assertion held
```
